Why filling both bonding and antibonding levels is usually repulsive

**What symmetry fixes in advance**

An oxygen p orbital a and a metal d orbital b overlap, and each holds two electrons. Both orbitals are real and normalised. Their energies, coupling and overlap are

e_a = ⟨a|H|a⟩,  e_b = ⟨b|H|b⟩,  V = ⟨a|H|b⟩,  s = ⟨a|b⟩,

where H is a one-electron Hamiltonian and |s| < 1. The levels e_a and e_b are taken in place: each already includes the potential of the other atom. When a and b mix, they form a lower level E₋ and an upper level E₊. With four electrons both are full, and the quantity sought is

ΔE₄ = 2(E₋ + E₊) − 2(e_a + e_b).

Most of its form follows before any equation is solved. Four electrons fill every state that can be built from a and b, so the four-electron state is fixed by the orbitals alone and cannot depend on H. Its energy is an expectation value, linear in the matrix elements of H:

ΔE₄ = p e_a + q e_b + r V,

where p, q and r are pure numbers that depend on s. Three symmetries restrict them.

Exchanging the names a and b changes nothing, so p = q.

Moving the zero of energy by c changes H to H + c. Then e_a and e_b each gain c, while V gains cs, because ⟨a|c|b⟩ = cs. An energy difference must not change, so 2pc + rcs = 0, or p = −rs/2. Hence

ΔE₄ = r(s) β,  β = V − s ē,  ē = (e_a + e_b)/2.

Reversing the sign of b changes the signs of V and s, and therefore of β, but not the physics. So r must be an odd function of s, and it vanishes at s = 0.

The coupling that matters is thus β and not V, whose value depends on the chosen zero of energy. The splitting e_b − e_a has dropped out at fixed ē, V and s. What remains is to find r(s).

**First derivation: solve for the two levels**

Write a molecular orbital as ψ = c_a a + c_b b. Its energy is

E = (c_a² e_a + 2c_a c_b V + c_b² e_b) / (c_a² + 2c_a c_b s + c_b²).

Multiply by the denominator, differentiate with respect to c_a and then c_b, and set the derivatives of E to zero:

(e_a − E) c_a + (V − Es) c_b = 0,
(V − Es) c_a + (e_b − E) c_b = 0.

This is the generalised eigenproblem Hc = ESc. It has a non-zero solution when its determinant vanishes:

f(E) = (e_a − E)(e_b − E) − (V − Es)² = 0.

The direction of the shifts can be read from f. The coefficient of E² is 1 − s² > 0, so f is negative only between its roots. At the original levels

f(e_a) = −(V − e_a s)² ≤ 0,  f(e_b) = −(V − e_b s)² ≤ 0.

Both original levels therefore lie between E₋ and E₊, or coincide with one of them. Mixing never raises the lower level and never lowers the upper one.

To solve, measure energy from the mean. Put E = ē + x and δ = (e_b − e_a)/2, with e_b ≥ e_a. Then e_a − E = −δ − x, e_b − E = δ − x, and V − Es = β − xs. The determinant becomes

(−δ − x)(δ − x) − (β − xs)² = 0.

The first product is x² − δ², and the square is β² − 2βsx + s²x². Collecting powers of x gives

(1 − s²)x² + 2βs x − (δ² + β²) = 0.

One quarter of the discriminant is β²s² + (1 − s²)(δ² + β²) = β² + (1 − s²)δ². The roots are

x± = [−βs ± √(β² + (1 − s²)δ²)] / (1 − s²).

The square root cancels in the sum, x₊ + x₋ = −2βs/(1 − s²). Since E₋ + E₊ = 2ē + x₊ + x₋ and e_a + e_b = 2ē, two electrons in each level give

ΔE₄ = −4sβ / (1 − s²).

This has the form required by symmetry, with r(s) = −4s/(1 − s²).

The result is positive when sβ < 0, zero when sβ = 0, and negative when sβ > 0. Repulsion thus needs two things: a non-zero overlap, and a coupling β opposite in sign to that overlap. Without overlap the two levels move apart equally and the four electrons gain and lose the same energy.

Equal levels show the asymmetry most simply. With δ = 0, s > 0 and β < 0, the square root is |β| = −β, and

x₋ = β(1 − s)/(1 − s²) = β/(1 + s),
x₊ = −β(1 + s)/(1 − s²) = −β/(1 − s).

The bonding level falls by |β|/(1 + s) and the antibonding level rises by the larger amount |β|/(1 − s).

In the opposite limit, weak coupling between well separated levels with a small overlap s, rearrange f(E) = 0 and put the unshifted level on the right-hand side:

e_a − E₋ ≈ (V − e_a s)² / (e_b − e_a),
E₊ − e_b ≈ (V − e_b s)² / (e_b − e_a).

The rise minus the fall contains a difference of two squares. Its factors are (V − e_b s) − (V − e_a s) = −s(e_b − e_a) and (V − e_b s) + (V − e_a s) = 2β. The net shift is −2sβ, and two electrons per level give −4sβ, the leading term of the full result.

**Second derivation: make the filled orbitals orthogonal**

The Pauli principle offers a route that never finds the levels. Two electrons can stay in a. The other two cannot simply occupy b, because part of b is already a. They must occupy what is left after that part is removed:

b′ = (b − s a) / √(1 − s²).

It is orthogonal to a, since ⟨a|b − sa⟩ = s − s = 0. It is normalised, since the squared length of b − sa is 1 − 2s² + s² = 1 − s².

The true molecular orbitals are also an orthonormal pair in the same two-dimensional space, so apart from signs they are a rotation of a and b′:

ψ₁ = a cos θ + b′ sin θ,  ψ₂ = −a sin θ + b′ cos θ.

When their energies are added, the terms in ⟨a|H|b′⟩ are +2 sin θ cos θ and −2 sin θ cos θ, which cancel. The other terms combine through cos²θ + sin²θ = 1. Therefore

E₋ + E₊ = ⟨a|H|a⟩ + ⟨b′|H|b′⟩.

The first term is e_a, unchanged. The second is

⟨b′|H|b′⟩ = (e_b − 2sV + s² e_a) / (1 − s²).

Subtract e_b, written as (e_b − s² e_b)/(1 − s²):

⟨b′|H|b′⟩ − e_b = [−2sV + s²(e_a + e_b)] / (1 − s²) = −2sβ / (1 − s²).

Two electrons pay this price, so again ΔE₄ = −4sβ/(1 − s²).

The same orbitals show where the electrons go. The density is

2a² + 2b′² = 2(a² + b² − 2s ab) / (1 − s²).

Compared with 2a² + 2b², it is lower wherever 2s ab > s²(a² + b²). For s > 0 this means 2ab > s(a² + b²), which includes points between the atoms where a and b are equal. The cross term integrates to the overlap population −4s²/(1 − s²). If half of it is assigned to each atom, each atom holds

2/(1 − s²) − 2s²/(1 − s²) = 2 electrons.

Charge leaves the overlap region, but by this count none passes from one atom to the other.

The factor 1/(1 − s²) diverges as s → 1, yet the energy need not. Write b = s a + g u, with g = √(1 − s²) and u a normalised orbital orthogonal to a. Then b′ is u itself. With e_u = ⟨u|H|u⟩, the change is

ΔE₄ = 2(e_u − e_b).

Suppose H is fixed and u tends to an orbital of finite energy as s → 1. A fixed H alone does not ensure this. For a hydrogen 1s orbital and a shifted copy in the same fixed well, ΔE₄ tends to 4 hartree. For e^(−|x|) in a one-dimensional delta well and a copy shifted by R, u develops a step and ΔE₄ grows as 4/R in atomic units. When the condition holds, b becomes a and e_b tends to e_a, so ΔE₄ → 2(e_u − e_a). Two electrons have been promoted from a to u. This is the Pauli cost in its plainest form, and it is positive if u lies above a.

**When β opposes the overlap**

Let H = T + V_a + V_b, where T is the kinetic energy and V_a, V_b are the wells of the two atoms. Suppose that each orbital is an eigenfunction of its own well, with free-atom energies ε_a and ε_b. Letting H act first on a and then on b gives two expressions for the same coupling:

V = ε_a s + ⟨a|V_b|b⟩,  V = ε_b s + ⟨a|V_a|b⟩.

Take their average. The in-place levels are e_a = ε_a + ⟨a|V_b|a⟩ and e_b = ε_b + ⟨b|V_a|b⟩. Subtracting s(e_a + e_b)/2 leaves

β = ½[⟨a|V_a + V_b|b⟩ − s(⟨a|V_b|a⟩ + ⟨b|V_a|b⟩)].

For attractive wells and s > 0, the first term is negative if the regions of positive ab outweigh those of negative ab when each is weighted by the depth of the wells. The second term is positive, because each orbital also feels the other well. Repulsion results when the first term wins, which this identity does not guarantee.

A p–d pair provides a case. Take hydrogen-like 2p and 3d orbitals pointing at each other, with decay constants 2.0 and 2.2 per bohr, each in the Coulomb well of which it is an eigenfunction. Numerical integration of the matrix elements gives:

R = 4 bohr: s = 0.134, β = −0.167 hartree, ΔE₄ = 0.091 hartree
R = 5 bohr: s = 0.052, β = −0.056 hartree, ΔE₄ = 0.012 hartree
R = 6 bohr: s = 0.016, β = −0.015 hartree, ΔE₄ = 0.001 hartree

Here β opposes s at all three distances. The energy also falls from each distance to the next, so this term pushes the atoms apart over that range. The sign is not general even for this pair: between about 0.35 and 1.8 bohr sβ is positive, and at 1 bohr s = −0.41, β = −0.60 hartree and ΔE₄ = −1.19 hartree. The change of the in-place levels with distance is a separate contribution. With these unscreened wells, of nuclear charge 4 and 6.6, it is far larger: at 4 bohr it lowers the four-electron sum by 5.6 hartree. The example therefore tests the sign of β and is not a model of oxygen on a metal.

**Numbers for oxygen facing a filled d level**

Take e_a = −11 eV, e_b = −8 eV, V = −2 eV and s = 0.1. The mean level is −9.5 eV, so

β = −2 − 0.1 × (−9.5) = −1.05 eV,
ΔE₄ = 4 × 0.1 × 1.05 / 0.99 = 0.42 eV, or 41 kJ/mol.

For the separate levels, δ = 1.5 eV and the square root is √(1.1025 + 0.99 × 2.25) = 1.825 eV. Hence

E₋ = −9.5 + (0.105 − 1.825)/0.99 = −11.24 eV,
E₊ = −9.5 + (0.105 + 1.825)/0.99 = −7.55 eV.

The lower level falls by 0.24 eV and the upper rises by 0.45 eV. The weak-coupling formulas give 0.27 and 0.48 eV, too large by about 14% and 7% of the respective full shifts.

The sign condition matters. If V were −0.5 eV with the other values kept, β would be +0.45 eV and ΔE₄ would be −0.18 eV, an attraction.

The number of antibonding electrons matters as well. With n of them, measured from a reference with two electrons in a and n in b,

ΔE(n) = −2(e_a − E₋) + n(E₊ − e_b).

This gives −0.47 eV for n = 0, −0.03 eV for n = 1 and +0.42 eV for n = 2. The sign changes at n = 2 × 0.237/0.449 = 1.06. Emptying the antibonding level therefore turns the repulsion into a bond, relative to a d level that was equally empty at the start.

**What each derivation assumes**

Both derivations treat independent electrons in a fixed H, with orbitals that do not change shape. Both compare sums of orbital energies, which are not total energies: when H contains the average repulsion from the other electrons, the sum counts that repulsion twice, and it leaves out the repulsion between the nuclei. The difference can be large. For two helium atoms 3 bohr apart (s = 0.12), with H the Fock operator of the superposed atomic densities, ΔE₄ is 0.046 hartree, while the Hartree–Fock interaction energy is 0.014 hartree.

The first derivation uses the eigenstates. In return it gives each level separately, and so covers partial filling. The second needs both levels to be equally filled: the rotation leaves the energy unchanged because ψ₁ and ψ₂ carry equal occupations. It says nothing about either level alone, but it extends easily to more orbitals.

Suppose that b is one member of a completely filled set of orthonormal d orbitals, coupled to one another in any way, and that a overlaps and couples with b alone. Keep all the d orbitals and replace a by a′ = (a − s b)/√(1 − s²), which is orthogonal to all of them. By the argument used for b′, with the names exchanged, its energy differs from e_a by −2sβ/(1 − s²). The couplings among the d orbitals never enter, so the width of the filled band does not alter ΔE₄.

**The model beside a real metal**

The parameters are rough values for oxygen 2p facing a filled metal d shell, with a Fermi level near −4.5 eV. Full occupation is consistent within the model: the antibonding level lies 3.05 eV below the Fermi level, while kT at 700 K is 0.06 eV. Two sideways π pairs, each assumed to have half the coupling and half the overlap, would add 0.21 eV, half of the σ term. The ratio of one half is a guess: for the hydrogen-like pair above, two π pairs add 27% of the σ term at 4 bohr and 8% at 6 bohr.

The model also assumes that no other orbital takes part. Add one empty metal s level at −3.5 eV, coupled to oxygen by −3 eV with overlap 0.15 but not to the d orbital. Diagonalising the three-orbital problem and filling its two lowest levels changes the σ result from +0.42 to −0.12 eV. The result depends strongly on the assumed coupling: with −2 eV in place of −3 eV it would be +0.36 eV. A real metal also has a partly filled s band, so this shows what such a level can do and is not a prediction.

Oxygen with a filled 2p shell is also negatively charged, formally O²⁻; a net charge of one electron is assumed here, and the image energy grows as the square of the charge. A charge of one electron 0.2 nm from an ideal conducting plane has an image energy of −1.8 eV, although the classical formula is doubtful so close to a surface, and forming the ion has its own energy cost. With the −3 eV coupling the s level lowers the energy by 0.54 eV, and the image attraction lowers it by 1.8 eV. Each is more than the σ repulsion of 0.42 eV; the σ and π terms together, 0.63 eV, exceed the first but not the second. A positive ΔE₄ therefore does not mean that oxygen fails to bind; it is this model's estimate of one contribution, the one that comes from the overlap of two filled shells.

All numerical values are calculated from the stated model.
